\section*{Finite-size kinetic energy errors and twist averaging for free electrons, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

A gas of $N=2n$ non-interacting electrons, $n$ of each spin, is held at zero temperature in a cubic cell of side $L$. Hartree atomic units are used. The orbitals obey the twisted boundary condition $\psi(\mathbf{x}+L\hat{\mathbf{e}}_a)=e^{2\pi i\theta_a}\psi(\mathbf{x})$ along each axis $a$, with the same twist $\boldsymbol\theta\in[-\tfrac12,\tfrac12)^3$ for both spins. Let $t$ be the kinetic energy per particle, $t_\infty$ its value in the infinite gas of the same density, and
\begin{equation}
\delta=\frac{t-t_\infty}{t_\infty}
\end{equation}
the relative finite-size error. Find the sign, the size and the dependence on $N$ of $\delta$ for
\begin{enumerate}
\item[(a)] periodic boundary conditions, $\boldsymbol\theta=0$;
\item[(b)] canonical twist averaging, where the $n$ lowest levels of each spin are filled at every twist and the energy is averaged over $\boldsymbol\theta$;
\item[(c)] grand-canonical twist averaging, where all levels below the bulk Fermi energy are filled at every twist. State how the average must be taken and what changes when the twists form a finite $M\times M\times M$ grid.
\end{enumerate}
Evaluate all schemes for a model gas with $r_s=2$ bohr and $N=54$.

\section{Levels and bulk values}

A plane wave $e^{i\mathbf{k}\cdot\mathbf{x}}$ satisfies the boundary condition if $k_aL=2\pi(m_a+\theta_a)$ with integer $m_a$. With $\mathbf{q}=\mathbf{m}+\boldsymbol\theta$ and the energy unit $\varepsilon_0=\tfrac12(2\pi/L)^2$, the levels of one spin are
\begin{equation}
\varepsilon=|\mathbf{m}+\boldsymbol\theta|^2,\qquad \mathbf{m}\in\mathbb{Z}^3 .
\end{equation}
All energies below refer to one spin and are in units of $\varepsilon_0$ unless a unit is written. The two spins are identical, so $\delta$ is the same for one spin and for both.

The allowed $\mathbf{q}$ form a shifted lattice with one point per unit volume. In the bulk the occupied region is a ball of volume $n$, with radius $r$ and Fermi energy $\mu$:
\begin{equation}
n=\frac{4\pi}{3}r^3,\qquad \mu=r^2,\qquad g=\frac{dn}{d\mu}=\frac{4\pi r^2}{2r}=2\pi r ,
\end{equation}
where $g$ is the density of levels at $\mu$. The bulk energy and grand potential for the volume $L^3$ are
\begin{equation}
E_\infty=\int_0^r4\pi q^4\,dq=\frac{4\pi}{5}r^5=\frac35 n\mu,\qquad
\Omega_\infty=E_\infty-\mu n=-\frac25 n\mu .
\end{equation}
At one twist the canonical energy $E_n(\boldsymbol\theta)$ is the sum of the $n$ lowest levels. The grand-canonical count, energy and grand potential are
\begin{equation}
c(\boldsymbol\theta)=\sum_{\mathbf m}\Theta(\mu-\varepsilon),\quad
T(\boldsymbol\theta)=\sum_{\mathbf m}\varepsilon\,\Theta(\mu-\varepsilon),\quad
\Omega=T-\mu c ,
\end{equation}
and $D(\boldsymbol\theta)=c(\boldsymbol\theta)-n$ is the excess count. Angle brackets denote the integral over the unit cube of twists.

\section{First estimate by scaling}

A lattice sum differs from the integral because the Fermi surface cuts through unit cells. Take a layer of unit thickness centred on the surface. It holds about $4\pi r^2$ lattice points. As a crude model, each point is given an independent radial offset $u$ from the surface, uniform in $[-\tfrac12,\tfrac12]$, and the interior is taken to be free of error.

A point is occupied if $u<0$, with probability $\tfrac12$ and variance $\tfrac14$. The variance of the count is then $\sigma^2\sim4\pi r^2\cdot\tfrac14=\pi r^2$.

A point contributes $\varepsilon-\mu\approx2ru$ to $\Omega$ if $u<0$ and nothing otherwise. The mean of this is $2r\int_{-1/2}^0u\,du=-r/4$, the mean square is $4r^2\int_{-1/2}^0u^2du=r^2/6$, and the variance is $r^2(\tfrac16-\tfrac1{16})=\tfrac{5}{48}r^2$. The fluctuation of $\Omega$ at one twist is $(4\pi r^2\cdot\tfrac5{48}r^2)^{1/2}=(5\pi/12)^{1/2}r^2$. Taking this as the energy error of a single twist and using $r^{-3}=4\pi/3n$,
\begin{equation}
|\delta_{\rm P}|\sim\frac{(5\pi/12)^{1/2}r^2}{\frac{4\pi}{5}r^5}=\frac53\Big(\frac{5\pi}{12}\Big)^{1/2}\frac1n\approx\frac{1.9}{n},
\label{eq:estP}
\end{equation}
with either sign. An average over twists should remove an error of random sign. What remains in the canonical scheme is the cost of restoring the count. If $D>0$, the $D$ levels just below $\mu$ must be emptied, and if $D<0$, the $|D|$ levels just above it must be filled. With spacing $1/g$ the $j$-th of them lies at distance $j/g$ from $\mu$, and the distances add up to about $D^2/2g$. With $r^{-4}=(4\pi/3n)^{4/3}$,
\begin{equation}
\delta_{\rm can}\sim\frac{\pi r^2}{4\pi r\cdot\frac{4\pi}{5}r^5}=\frac{5}{16\pi}\Big(\frac{4\pi}{3}\Big)^{4/3}n^{-4/3}\approx0.67\,n^{-4/3}.
\label{eq:estC}
\end{equation}
In the grand-canonical scheme nothing is restored, and the estimate suggests no error at these orders without deciding whether a smaller one survives. For $n=27$, where $n^{4/3}=81$, the estimates are $1.9/27\approx7\times10^{-2}$ and $0.67/81\approx8\times10^{-3}$.

\section{Exact solution}

\subsection{Unfolding and the grand-canonical average}

Every $\mathbf{q}\in\mathbb{R}^3$ can be written in exactly one way as $\mathbf{m}+\boldsymbol\theta$ with $\boldsymbol\theta$ in the unit cube. For any integrable $f$,
\begin{equation}
\Big\langle\sum_{\mathbf m}f(\mathbf m+\boldsymbol\theta)\Big\rangle=\sum_{\mathbf m}\int_{\rm cube}d^3\theta\,f(\mathbf m+\boldsymbol\theta)=\int_{\mathbb{R}^3}d^3q\,f(\mathbf q).
\label{eq:unfold}
\end{equation}
The choices $f=\Theta(r-q)$, $q^2\Theta(r-q)$ and $(q^2-r^2)\Theta(r-q)$ give
\begin{equation}
\langle c\rangle=n,\qquad\langle T\rangle=E_\infty,\qquad\langle\Omega\rangle=\Omega_\infty .
\label{eq:gc}
\end{equation}
The ratio $\langle T\rangle/\langle c\rangle$ equals $\tfrac35\mu$, so $\delta_{\rm GC}=0$ for a cell of any size, with no shell oscillation left. The step that makes this work is that $f$ depends on $\mathbf q$ alone. Canonical filling has no such $f$ with a spherical support, since its cutoff depends on the twist. Three conditions were used: the twist integral is continuous, the ratio is formed after averaging, and $\mu$ is the bulk value. Another $\mu$ gives the exact bulk energy of another density. Equation~(\ref{eq:unfold}) concerns sums over single levels; a sum over pairs of levels at the same twist, such as the exchange energy, does not unfold into the bulk double integral.

\subsection{Sign of the canonical error}

Order the levels as $\varepsilon_1\le\varepsilon_2\le\dots$. Then $E_n-\mu n=\sum_{i\le n}(\varepsilon_i-\mu)$ and $\Omega=\sum_{i\le c}(\varepsilon_i-\mu)$. Define $X$ by
\begin{equation}
E_n(\boldsymbol\theta)=\mu n+\Omega(\boldsymbol\theta)+X(\boldsymbol\theta).
\label{eq:id}
\end{equation}
If $c<n$, $X=\sum_{c<i\le n}(\varepsilon_i-\mu)$, and these levels lie at or above $\mu$. If $c>n$, $X=-\sum_{n<i\le c}(\varepsilon_i-\mu)$, and these levels lie below $\mu$. In both cases $X$ is the sum of $|\varepsilon_i-\mu|$ over $|D|$ levels, so $X\ge0$. Averaging with (\ref{eq:gc}) and $\mu n+\Omega_\infty=E_\infty$,
\begin{equation}
\delta_{\rm can}=\frac{\langle X\rangle}{E_\infty}\ge0 .
\label{eq:can}
\end{equation}
In unfolded form, canonical filling occupies a region of volume $n$ that is not a ball, and the ball has the least $\int q^2d^3q$ at given volume.

Two cases are closed. For $n=1$ the lowest level is $\mathbf m=0$, and $\langle E_1\rangle=3\int_{-1/2}^{1/2}\theta^2d\theta=\tfrac14$. For $n=2$, any other level exceeds $\theta^2$ by $\sum_a(m_a^2+2m_a\theta_a)$. Each term with $m_a\ne0$ is at least $1-2|\theta_a|\ge0$, so the smallest excess is $1-y$ with $y=\max_a2|\theta_a|$. The maximum of three variables uniform on $[0,1]$ has density $3y^2$ and mean $\tfrac34$, so $\langle E_2\rangle=2\cdot\tfrac14+1-\tfrac34=\tfrac34$. With $E_\infty=0.23090$ and $0.73306$, the errors are $0.25/0.23090-1=0.083$ and $0.75/0.73306-1=0.023$.

\subsection{Fourier series in the twist}

The function $F(\boldsymbol\theta)=\sum_{\mathbf m}f(\mathbf m+\boldsymbol\theta)$ has period one in each component. Since $e^{-2\pi i\mathbf R\cdot\mathbf m}=1$ for $\mathbf R\in\mathbb Z^3$, applying (\ref{eq:unfold}) to $f(\mathbf q)e^{-2\pi i\mathbf R\cdot\mathbf q}$ shows that the Fourier coefficients of $F$ are values of the transform of $f$ (Poisson summation):
\begin{equation}
F(\boldsymbol\theta)=\sum_{\mathbf R}\hat f(\mathbf R)\,e^{2\pi i\mathbf R\cdot\boldsymbol\theta},\qquad
\hat f(R)=\int_0^\infty4\pi q^2f(q)\frac{\sin2\pi Rq}{2\pi Rq}\,dq ,
\end{equation}
where the angular integral has been done for radial $f$. The term $\mathbf R=0$ is the bulk value. Put $q=rs$ and $x=2\pi Rr$. Integration by parts gives
\begin{align}
I_1&=\int_0^1s\sin xs\,ds=-\frac{\cos x}{x}+\frac{\sin x}{x^2},\\
I_3&=\int_0^1s^3\sin xs\,ds=-\frac{\cos x}{x}+\frac3x\int_0^1s^2\cos xs\,ds
=-\frac{\cos x}{x}+\frac3x\Big(\frac{\sin x}{x}-\frac2xI_1\Big)\nonumber\\
&=-\frac{\cos x}{x}+\frac{3\sin x}{x^2}+\frac{6\cos x}{x^3}-\frac{6\sin x}{x^4}.
\end{align}
Here $I_1=j_1(x)$, and
\begin{equation}
I_1-I_3=\frac2x\Big[\Big(\frac3{x^3}-\frac1x\Big)\sin x-\frac{3\cos x}{x^2}\Big]=\frac2x\,j_2(x),
\end{equation}
with $j_l$ the spherical Bessel functions. The coefficients of $c$ and of $\Omega$ are
\begin{align}
\hat\chi(R)&=\frac{4\pi r^3}{x}I_1=4\pi r^3\frac{j_1(x)}{x}\;\approx\;-\frac{r\cos x}{\pi R^2},\label{eq:chi}\\
\hat\Omega(R)&=-\frac{4\pi r^5}{x}(I_1-I_3)=-8\pi r^5\frac{j_2(x)}{x^2}\;\approx\;\frac{r^2\sin x}{\pi^2R^3}.\label{eq:om}
\end{align}
The last forms keep $j_1\approx-\cos x/x$ and $j_2\approx-\sin x/x$, and neglect terms smaller by $1/x$. The grand potential decays one power of $R$ faster because its summand is continuous at the Fermi surface, while that of the count jumps.

The inequality (\ref{eq:can}) is strict. A constant count would need $\hat\chi(R)=0$ for all $R\neq0$. At $R=1$ and $R=2$ this means $\tan x=x$ and $\tan2x=2x$ with $x=2\pi r$, but the first condition gives $\tan2x=2x/(1-x^2)$, which equals $2x$ only at $x=0$. Hence $D\neq0$ on a set of twists of finite volume, and $X>0$ there except where a level falls exactly on $\mu$.

\subsection{Periodic boundary conditions}

Let $r_3(k)$ be the number of lattice vectors with $R^2=k$; the values start $6,12,8,6$ for $k=1,\dots,4$. At $\boldsymbol\theta=0$ all phases equal one, and from (\ref{eq:id})
\begin{equation}
\delta_{\rm P}=\frac{\Delta\Omega(0)+X(0)}{E_\infty},\qquad
\Delta\Omega(0)=\sum_{k\ge1}r_3(k)\,\hat\Omega(\sqrt k)\approx\frac{r^2}{\pi^2}\sum_{k\ge1}\frac{r_3(k)}{k^{3/2}}\sin(2\pi\sqrt k\,r).
\label{eq:pbc}
\end{equation}
This is the shell oscillation: a sum of sines in $r$, led by $6\sin2\pi r$ with period one. The series is not absolutely convergent, since $\sum R^{-3}$ diverges logarithmically, so it gives no bound term by term; it is summed shell by shell. Over a long range of $r$, sines of different frequency are orthogonal and each squared sine averages to $\tfrac12$. The mean of $\Delta\Omega(0)/r^2$ is zero and its mean square is $\pi^{-4}\sum_kr_3^2/(2k^3)$, which converges because $r_3^2$ grows roughly as $k$. Dividing by $E_\infty=\tfrac45\pi r^5$ and using $r^{-3}=4\pi/3n$,
\begin{equation}
\mathrm{rms}\,\frac{\Delta\Omega(0)}{E_\infty}=\frac{c_P}{n},\qquad
c_P=\frac{5}{4\pi^3}\cdot\frac{4\pi}{3}\Big[\sum_k\frac{r_3^2}{2k^3}\Big]^{1/2}=\frac{5}{3\pi^2}\Big[\sum_k\frac{r_3^2}{2k^3}\Big]^{1/2}=1.010 .
\label{eq:cP}
\end{equation}
The term $X(0)\ge0$ is expected to be subleading. The heuristic argument is that (\ref{eq:chi}) gives $D(0)^2\sim r^2\sum_kr_3^2/(2\pi^2k^2)$, a sum that grows only logarithmically with its cutoff, so $D^2/2g\sim r\ln r$ against $\Delta\Omega\sim r^2$. This is not proved here. The comparison below of the standard deviation of the full $n\delta_{\rm P}$ with $c_P$ supports it only for the fluctuating part of $X(0)$; the positive mean of $X(0)$ drops out of a standard deviation and is not tested. In terms of $N=2n$ the typical periodic error is $2.02/N$. Both signs occur, but not equally: $\Delta\Omega(0)$ has zero mean over $r$ and $X(0)\ge0$, so the mean of $\delta_{\rm P}$ is positive, and by the heuristic estimate it is smaller than the oscillation only by a factor of order $\ln r/r$, which falls slowly.

\subsection{Size of the canonical error}

Parseval's theorem gives the variance of the count exactly,
\begin{equation}
\sigma^2=\langle D^2\rangle=\sum_{\mathbf R\ne0}\hat\chi(R)^2\approx\frac{r^2}{2\pi^2}\Big[S_4+\sum_k\frac{r_3(k)}{k^2}\cos(4\pi\sqrt k\,r)\Big],
\label{eq:var}
\end{equation}
where $\cos^2x=\tfrac12(1+\cos2x)$ was used and $S_4=\sum_{\mathbf R\neq0}R^{-4}=16.532$.

The case $n=1$ checks the exact form by geometry. There $\tfrac12<r<1/\sqrt2$. Balls of radius $r$ around the six nearest lattice points reach into the cube with caps of height $h=r-\tfrac12$ and volume $V_{\rm cap}=\pi h^2(3r-h)/3$. More distant points are at least $1/\sqrt2$ from the cube, and two of the six balls cannot overlap because their centres are at least $\sqrt2>2r$ apart. Inside the cube the origin is the nearest point, so a twist in a cap has $c=2$, and $P(2)=6V_{\rm cap}$. The mean $\langle c\rangle=1$ forces $P(0)=P(2)$, so $\sigma^2=12V_{\rm cap}$. This and the Fourier sum both give $0.31683$.

To pass from $D$ to $X$ an approximation is needed: the $|D|$ levels are taken to have the mean density $g$, so that
\begin{equation}
X\approx\int_0^{|D|}\frac{j}{g}\,dj=\frac{D^2}{2g},\qquad
\delta_{\rm can}\approx\delta_{\rm est}=\frac{\sigma^2}{4\pi r\,E_\infty}.
\label{eq:est}
\end{equation}
The reasoning is as follows. Restoring the count moves the Fermi radius by $|D|/4\pi r^2\sim1/r$. A Fourier term with $R\ll r$ changes its phase $2\pi Rr$ little under this move, so the excess $D$ carried by such terms is simply used up at the rate $g$. The terms with $R\gtrsim r$ carry a share of the variance of order $\int_r^\infty4\pi R^{-2}dR/S_4\sim1/r$. Relative corrections of order $1/r\sim1/\sigma$ are thus allowed, and the approximation has no basis when $\sigma<1$: for $n=1$ it gives $0.176$ against the exact $0.083$.

Inserting the constant part of (\ref{eq:var}),
\begin{equation}
\overline{\delta_{\rm can}}\approx\frac{r^2S_4}{2\pi^2}\cdot\frac1{4\pi r}\cdot\frac{5}{4\pi r^5}=\frac{5S_4}{32\pi^4r^4}=c_c\,n^{-4/3},\qquad
c_c=\frac{5S_4}{32\pi^4}\Big(\frac{4\pi}3\Big)^{4/3}=0.1791 .
\label{eq:cc}
\end{equation}
The cosines in (\ref{eq:var}) have rms $[\sum_kr_3^2/(2k^4)]^{1/2}$ over $r$, so the remaining oscillation is $c_on^{-4/3}$ with
\begin{equation}
c_o=\frac{c_c}{S_4}\Big[\sum_k\frac{r_3^2}{2k^4}\Big]^{1/2}=0.0529 .
\end{equation}
Since $n^{-4/3}=2^{4/3}N^{-4/3}$, the mean is $0.451N^{-4/3}$ and the oscillation $0.133N^{-4/3}$. The shell oscillation survives canonical averaging, with leading period $\tfrac12$ in $r$, and is smaller than the periodic one by the factor $(c_P/c_o)\,n^{1/3}=(1.010/0.0529)\,n^{1/3}\approx19\,n^{1/3}$. These power laws are asymptotic typical sizes, not bounds for a given $n$.

Grand-canonical averaging over a continuous twist reproduces the bulk energy exactly, while the canonical error is strictly positive with an estimated size of order $n^{-4/3}$, and the periodic error takes both signs with a typical size of order $1/n$. It remains to treat finite twist grids and the twist-by-twist average of the ratio, to evaluate the gas with $r_s=2$ bohr and $N=54$, and to compare the estimates with direct sums.

All numerical values are calculated from the stated model.
